# Why a Hole Self-Traps: Relaxation Against Lost Transfer Energy

## What goes wrong if trapping is missed

A band calculation at the ideal crystal geometry describes a hole in an oxide film as an extended carrier at the valence-band edge. If the hole can instead lower its energy by distorting its surroundings and localizing there, that picture gives the wrong carrier: the stable hole is trapped, and it typically moves by hopping from site to site. In a hafnia memory capacitor this matters for how long injected positive charge stays where it was put. No defect is needed, so a low defect density does not exclude the effect.

A simple criterion is that the hole self-traps when lattice relaxation exceeds the kinetic energy lost by localization. It is correct only if both quantities are counted properly. The extended state may already be relaxed, and the trapped hole need not lose all its kinetic energy. Two sites are enough to show what these corrections do.

## The two-site energy

Let one hole occupy two equivalent sites, thought of as neighbouring oxygen ions. Its real amplitudes are \(c_1,c_2\), its occupations are \(n_i=c_i^2\), and \(n_1+n_2=1\). A local distortion \(q_i\) has stiffness \(K\) and lowers the hole energy on its site by \(gq_i\). The transfer energy is \(t>0\). Spin, other holes and long-range polarization are left out. With ions treated as classical coordinates, the energy is

\[
E=\frac K2(q_1^2+q_2^2)-g(q_1n_1+q_2n_2)-2tc_1c_2 .
\]

These are hole energies: a lower value means a more stable hole. The zero is a hole on one isolated, undistorted site.

For a fixed hole distribution, \(\partial E/\partial q_i=Kq_i-gn_i=0\), so \(q_i=gn_i/K\). Each site then contributes

\[
\frac K2\frac{g^2n_i^2}{K^2}-\frac{g^2n_i^2}{K}
=-\frac{g^2}{2K}n_i^2=-E_rn_i^2,\qquad E_r=\frac{g^2}{2K}.
\]

Thus \(E_r\) is the relaxation energy of a hole held entirely on one site.

Define the imbalance \(m=n_1-n_2\), so that \(n_{1,2}=(1\pm m)/2\). Then \(n_1^2+n_2^2=(1+m^2)/2\). Amplitudes of equal sign give the lower transfer energy, with \(2c_1c_2=2\sqrt{n_1n_2}=\sqrt{1-m^2}\). Therefore

\[
E(m)=-\frac{E_r}{2}(1+m^2)-t\sqrt{1-m^2}.
\]

The even state has \(m=0\) and energy \(-E_r/2-t\). It already contains half of the single-site relaxation energy.

## The correct comparison

Write \(s=\sqrt{1-m^2}\), the fraction of the transfer energy that survives. Relative to the relaxed even state, localization brings

\[
\text{gain}=\frac{E_r}{2}m^2=\frac{E_r}{2}(1-s^2),\qquad
\text{loss}=t(1-s).
\]

Since \(1-s^2=(1-s)(1+s)\), their ratio for any uneven state, \(0\le s<1\), is

\[
\frac{\text{gain}}{\text{loss}}=\frac{E_r(1+s)}{2t}.
\]

The factor \(1+s\) is below 2 but can approach it. Some uneven state therefore beats the even one if and only if \(E_r>t\). For complete localization, \(s=0\), the same ratio demands \(E_r>2t\). That stricter condition is sufficient for trapping but not necessary, because a partly localized hole keeps some transfer energy.

To find the best state, use the energy change

\[
E-E_{\rm even}=t(1-s)-\frac{E_r}{2}(1-s^2).
\]

Its derivative with respect to \(s\) is \(-t+E_rs\), and its second derivative is \(E_r>0\). For \(E_r>t\) the minimum is at \(s=t/E_r\), hence

\[
m^2=1-\frac{t^2}{E_r^2}.
\]

For \(E_r\le t\) the derivative is not positive anywhere in \(0\le s\le1\), so the minimum is the even state, \(s=1\). In the trapped case the net gain is

\[
\begin{aligned}
E_{\rm even}-E_{\rm trap}
&=(1-s)\left[\frac{E_r(1+s)}2-t\right]\\
&=\left(1-\frac t{E_r}\right)\frac{E_r-t}{2}
=\frac{(E_r-t)^2}{2E_r}.
\end{aligned}
\]

Two limits help in reading this formula. As \(t\to0\), the net gain tends to \(E_r/2\), not \(E_r\), because the even state keeps its own relaxation. Just above threshold, \(m^2\simeq2(E_r-t)/E_r\): the imbalance grows continuously from zero, and the net gain is quadratic in \(E_r-t\).

## Why the ions move

The instability can also be read from the forces on the ions. Introduce \(S=(q_1+q_2)/\sqrt2\) and \(u=(q_1-q_2)/\sqrt2\). Then

\[
q_1n_1+q_2n_2=\frac{S+um}{\sqrt2}.
\]

The symmetric coordinate sees the same force for every hole distribution. Minimizing \(KS^2/2-gS/\sqrt2\) gives the constant \(-g^2/(4K)=-E_r/2\). The antisymmetric coordinate splits the site energies into \(\mp gu/\sqrt2\). With transfer \(-t\) between them, the lower hole level is \(-\sqrt{t^2+g^2u^2/2}\). Since \(g^2/2=KE_r\), the ions move in

\[
V(u)=\frac K2u^2-R(u),\qquad R(u)=\sqrt{t^2+KE_ru^2}.
\]

For small \(u\), \(R\simeq t+KE_ru^2/(2t)\), so the curvature at the even geometry is

\[
V''(0)=K\left(1-\frac{E_r}{t}\right).
\]

A small distortion shifts the hole towards one site, and the shifted hole pulls the distortion further. When \(E_r>t\), this feedback exceeds the elastic restoring force.

The slope is \(V'(u)=Ku(1-E_r/R)\). Away from \(u=0\), a stationary point therefore requires \(R=E_r\). The two hole levels are \(\pm R\), so the vertical excitation energy in the trapped state is \(2E_r\), whatever the value of \(t\). This is an excitation within the pair, not a transition to a crystal band.

Between \(u=0\) and either minimum, \(R<E_r\), and the energy falls steadily on leaving \(u=0\). Every path between the wells must cross \(u=0\). The lowest barrier for classical ions is therefore the net gain itself, \((E_r-t)^2/(2E_r)\).

## How large the effect is

Take round model parameters, not assigned to a material: \(K=20\) eV/Å\(^2\) and \(g=5\) eV/Å. They give \(E_r=25/40=0.625\) eV.

**Strong trapping, \(t=0.25\) eV.** Here \(s=0.25/0.625=0.40\) and \(m=\sqrt{1-0.16}=0.917\). The occupations are 0.958 and 0.042, and the distortions \(gn_i/K\) are 0.240 and 0.010 Å. The balance is

\[
\begin{aligned}
\text{gain}&=\tfrac12(0.625)(0.84)=0.2625\ \text{eV},\\
\text{loss}&=0.25(1-0.40)=0.1500\ \text{eV},\\
\text{net gain}&=0.1125\ \text{eV}.
\end{aligned}
\]

The curvature at the even geometry is \(20(1-2.5)=-30\) eV/Å\(^2\), so that geometry is a saddle. The vertical gap is 1.25 eV, about eleven times the barrier. An optical energy of this kind must not be used as a hopping barrier.

**Weak trapping, \(t=0.45\) eV.** Now \(E_r>t\) but \(E_r<2t\). A completely localized hole has energy \(-0.625\) eV, which lies above the even state at \(-0.7625\) eV. That comparison would predict no trapping. The true minimum has occupations 0.847 and 0.153 and lies 0.0245 eV below the even state. For classical ions the trap exists, but its barrier is slightly smaller than \(k_BT=0.0259\) eV at 300 K, so it does not hold the hole on one site for long at that temperature.

**No trapping, \(t=0.80\) eV.** The hole is shared equally and both distortions are 0.125 Å. The lattice is relaxed, yet the hole is not self-trapped. A distortion alone is not evidence of localization.

## What quantum ions change

Classical ions choose one well. Quantum ions in a perfectly symmetric pair can tunnel between both. For a mode of frequency \(\omega\) and mass \(M=K/\omega^2\),

\[
u=\sqrt{\frac{\hbar}{2M\omega}}(a+a^\dagger)
=\sqrt{\frac{\hbar\omega}{2K}}(a+a^\dagger).
\]

The coupling coefficient is \((g/\sqrt2)\sqrt{\hbar\omega/(2K)}=\sqrt{E_r\hbar\omega/2}\). Apart from the energy of the symmetric mode,

\[
H=-t\sigma_x+\hbar\omega\left(a^\dagger a+\tfrac12\right)
-\sqrt{\frac{E_r\hbar\omega}{2}}\,(a+a^\dagger)\sigma_z ,
\]

where \(\sigma_z=\pm1\) labels the two sites. Exchanging the sites while reversing \(u\) leaves \(H\) unchanged. A nondegenerate ground state therefore has equal mean occupations, however deep the wells are.

For \(t=0.25\) eV, diagonalization in a basis of 120 oscillator states per site gives a tunnel splitting of \(4.1\times10^{-5}\) eV at \(\hbar\omega=0.05\) eV. At \(\hbar\omega=0.025\) eV it is \(7.5\times10^{-9}\) eV, about 5500 times smaller. In the ground state, so small a splitting is easily overcome. A site-energy difference of 0.002 eV, about 50 times the first splitting, there produces \(n_1-n_2=0.90\), close to the classical 0.917. At 300 K the same difference is far below \(k_BT\), and in thermal equilibrium the two wells are occupied almost equally.

For \(t=0.25\) eV, self-trapping thus means tunnelling much slower than the ionic vibration, and a ground state that small asymmetries can pin. Weaker traps need not behave this way. For \(t=0.45\) eV and \(\hbar\omega=0.05\) eV the well is softened to curvature \(K(1-t^2/E_r^2)\), and its harmonic zero-point energy, about 0.017 eV, takes up most of the 0.0245 eV barrier. The lowest pair of levels still lies below the barrier, but its splitting grows to about 0.004 eV, and a site-energy difference of 0.002 eV then gives only \(n_1-n_2\approx0.18\), far from the classical 0.69. Self-trapping does not mean broken symmetry in an ideal pair, nor does it by itself guarantee that charge stays on one site at room temperature. Quantum motion also limits the use of the classical barrier. For \(t=0.25\) eV it is \(4.35\,k_BT\) at 300 K, but with \(\hbar\omega=0.05\) eV the thermal energy is only about half a phonon quantum. A classical rate then needs a quantum correction. The barrier mode has \(\hbar\omega_b=0.05\sqrt{30/20}=0.061\) eV, and tunnelling dominates below \(k_BT=\hbar\omega_b/2\pi\), about 110 K. At 300 K the correction in this one-mode model is modest, a factor of about 1.4, but it grows quickly on cooling.

## From a pair to a crystal

The threshold \(E_r=t\) must not be carried over to a crystal. On a simple cubic lattice with six neighbours, the band runs from \(-6t\) to \(6t\), and a hole at its lower edge has much more energy to lose. With relaxed classical ions,

\[
E=-t\sum_{i}\sum_{j\in{\rm nn}(i)}\psi_i\psi_j-E_r\sum_i\psi_i^4 .
\]

A uniform hole on \(N\) sites has energy \(-6t-E_r/N\), so its relaxation vanishes in a large crystal.

For a compact hole, first put it on one site. The elastic cost is \(E_r\) and the site level is \(-gq=-2E_r\). Virtual transfer to six undistorted neighbours, each higher by \(2E_r\), lowers the energy by \(6t^2/(2E_r)\). To second order in \(t\),

\[
E_{\rm compact}\simeq-E_r-\frac{3t^2}{E_r}.
\]

Setting this equal to \(-6t\), with \(x=E_r/t\), gives \(x^2-6x+3=0\). The root for which \(t/E_r\) is small is \(x=3+\sqrt6=5.45\). A self-consistent calculation on a periodic \(6\times6\times6\) lattice, repeatedly diagonalizing the hole Hamiltonian and updating the distortions, places the crossing with \(-6t\) at \(E_r=5.41t\). As in the pair, residual transfer brings the threshold below the value for complete localization, here \(6t\).

The crystal also has a feature that the pair lacks. Add to the uniform state a small amplitude \(b\) of an orthogonal band state lying \(\delta\) above the band edge. The transfer energy rises by \(b^2\delta\). To order \(b^2\), normalization changes \(\sum_i\psi_i^4\) by \(-2b^2/N\), and the cross term adds \(6b^2/N\). The total change is

\[
\Delta E=b^2\left(\delta-\frac{4E_r}{N}\right).
\]

For the pair, \(N=2\) and \(\delta=2t\), which returns the threshold \(E_r=t\). For the \(6\times6\times6\) lattice the smallest \(\delta\) is \(2t(1-\cos60^\circ)=t\). At \(E_r=6t\), \(4E_r/N=0.11t\), so the uniform state is a local minimum. Yet its energy is \(-6.03t\), while the compact state reaches \(-6.53t\). A relaxation started from a nearly uniform hole can miss the lower state.

## What to do in practice

1. Start relaxations from several localized distortions, with symmetry constraints removed, as well as from the ideal geometry. Vary their strength and extent, because a start that is too weak or too spread out can relax back to the extended state even when a lower compact state exists.
2. Compare total energies of the relaxed extended and compact states in the same cell and charge state. Check convergence with cell size. The extended state's relaxation, \(E_r/N\) in this model, is a finite-size contribution. In a charged periodic cell, so is the electrostatic interaction of a compact hole with its periodic images, which can be the larger error and needs its own correction.
3. Examine the hole density as well as the distortion, and keep the net gain, the hopping barrier and the vertical excitation energy apart.
4. Test how the electronic method treats a fractional hole. If it adds a spurious self-repulsion \(A\sum_in_i^2\), the pair energy gains \(A(1+m^2)/2\), and the threshold becomes \(E_r-A>t\). In the first example, an error \(A\) of 0.375 eV or more would remove the trap.

The model explains the competition but does not decide whether a given hafnia film traps holes. That requires the film's own transfer and relaxation energies, its several oxygen orbitals, and its long-range polarization.
